# Dipolar Coupling and Van Vleck Powder Second Moments, Derived Twice

## A broad line from a rigid solid

Place a powdered crystal containing nuclear spins $I$ in a strong magnetic field. In a rigid lattice the resonance of these spins is a broad line, because each nucleus feels the dipole fields of its neighbours. The shape of the line is a many-body problem, but its mean square width can be found without solving for a single energy level.

At the same spin and the same strength of dipolar coupling, a neighbour that shares the Larmor frequency of the resonant spins broadens the line more strongly than one whose Larmor frequency lies far from it. The question is by how much, and why. The answer to be derived, in (rad/s)$^2$ and Gaussian units, is

$$M_2=\frac35\gamma_I^4\hbar^2I(I+1)\sum_k\frac1{r_{jk}^6}+\frac4{15}\gamma_I^2\gamma_S^2\hbar^2S(S+1)\sum_s\frac1{r_{js}^6}. \tag{1}$$

Here $j$ is a resonant spin, $k$ runs over the other spins $I$, and $s$ over the spins $S$ of the other species. If the sites $j$ are inequivalent, the right side is averaged over them.

The assumptions are a rigid lattice, a Zeeman energy far below $k_BT$, no quadrupole or shift splitting of the $I$ line, and a quadrupole coupling of the $S$ spins, if any, far below their Zeeman energy, so that they are quantized along the field. Spin operators are dimensionless.

## The coupling as a scalar product of rank 2

Two moments $\gamma_I\hbar\mathbf I$ and $\gamma_S\hbar\mathbf S$, separated by $\mathbf r=r\mathbf n$, interact through

$$H=\frac{\gamma_I\gamma_S\hbar^2}{r^3}A,\qquad A=\mathbf I\cdot\mathbf S-3(\mathbf n\cdot\mathbf I)(\mathbf n\cdot\mathbf S).$$

Let $\theta,\phi$ be the polar angles of $\mathbf n$ about the field direction $z$, and write $c=\cos\theta$, $s_\theta=\sin\theta$. Then

$$\mathbf n\cdot\mathbf I=cI_z+\tfrac12s_\theta(e^{-i\phi}I_++e^{i\phi}I_-).$$

Multiply this by the same expression for $\mathbf S$ and sort the terms of $A$ by the change $q$ they make in $I_z+S_z$. For $q=0$, with $\mathbf I\cdot\mathbf S=I_zS_z+\frac12(I_+S_-+I_-S_+)$, the flip-flop coefficient is $\frac12-\frac34s_\theta^2=-\frac14(1-3c^2)$. Hence

$$\begin{aligned}
A_0&=(1-3c^2)\left[I_zS_z-\tfrac14(I_+S_-+I_-S_+)\right],\\
A_{\pm1}&=-\tfrac32s_\theta c\,e^{\mp i\phi}(I_zS_\pm+I_\pm S_z),\\
A_{\pm2}&=-\tfrac34s_\theta^2e^{\mp2i\phi}I_\pm S_\pm .
\end{aligned}$$

Now define the operators

$$T_0=\frac{3I_zS_z-\mathbf I\cdot\mathbf S}{\sqrt6},\quad T_{\pm1}=\mp\tfrac12(I_zS_\pm+I_\pm S_z),\quad T_{\pm2}=\tfrac12I_\pm S_\pm,$$

and the harmonics

$$C_0=\tfrac12(3c^2-1),\quad C_{\pm1}=\mp\sqrt{\tfrac32}\,s_\theta c\,e^{\pm i\phi},\quad C_{\pm2}=\sqrt{\tfrac38}\,s_\theta^2e^{\pm2i\phi}.$$

Comparison term by term gives $A_0=-\sqrt6\,C_0T_0$, $A_{\pm1}=+\sqrt6\,C_{\mp1}T_{\pm1}$ and $A_{\pm2}=-\sqrt6\,C_{\mp2}T_{\pm2}$. For example, $\sqrt6\,C_{-1}T_1=3s_\theta c\,e^{-i\phi}T_1$, which is $A_1$. Therefore

$$H=-\sqrt6\,\frac{\gamma_I\gamma_S\hbar^2}{r^3}\sum_{q=-2}^{2}(-1)^qC_{-q}(\mathbf n)\,T_q. \tag{2}$$

To see that the $T_q$ form a rank-2 tensor, lower them with $F_-=I_-+S_-$. From $[I_-,I_+]=-2I_z$ and $[I_-,I_z]=I_-$,

$$\begin{aligned}
[F_-,T_2]&=-(I_zS_++I_+S_z)=2T_1,\\
[F_-,T_1]&=2I_zS_z-\tfrac12(I_+S_-+I_-S_+)=\sqrt6\,T_0,\\
[F_-,T_0]&=\tfrac3{\sqrt6}(I_-S_z+I_zS_-)=\sqrt6\,T_{-1},\\
[F_-,T_{-1}]&=I_-S_-=2T_{-2}.
\end{aligned}$$

These are the rank-2 coefficients $\sqrt{6-q(q-1)}$. The raising relations follow by taking adjoints, since $T_{-q}=(-1)^qT_q^\dagger$.

## What survives in a strong field

The Zeeman energy is $-\hbar\omega_II_z-\hbar\omega_SS_z$, with $\omega=\gamma B$. In the frame that follows this precession, $I_+$ acquires the factor $e^{-i\omega_It}$ and $S_+$ the factor $e^{-i\omega_St}$. To leading order in coupling over Larmor frequency, the terms that still oscillate average to zero.

For like spins $\omega_S=\omega_I$, so $T_q$ oscillates at $q\omega_I$ and the whole of $T_0$ survives. For unlike spins the flip-flop $I_+S_-$ oscillates at $\omega_I-\omega_S$. If this difference is much larger than the coupling, the flip-flop drops out as well. The other terms oscillate at $\omega_I$, $\omega_S$ and $\omega_I+\omega_S$, which must also be large; for gyromagnetic ratios of opposite sign and nearly equal size the terms $I_\pm S_\pm$ would survive. With

$$b_{jk}=\frac{\gamma_I^2\hbar}{r_{jk}^3}(1-3\cos^2\theta_{jk}),\qquad d_{js}=\frac{\gamma_I\gamma_S\hbar}{r_{js}^3}(1-3\cos^2\theta_{js}),$$

the secular Hamiltonian is

$$\frac{H'}{\hbar}=\sum_{j<k}\frac{b_{jk}}2\left(3I_{zj}I_{zk}-\mathbf I_j\cdot\mathbf I_k\right)+\sum_{j,s}d_{js}I_{zj}S_{zs}+\frac{H'_{SS}}\hbar. \tag{3}$$

"Like" and "unlike" thus refer to whether flip-flops conserve Zeeman energy. When $|\omega_I-\omega_S|$ is comparable with the coupling, neither truncation holds.

## First derivation: the spectrum and its traces

Let $|a\rangle$ be eigenstates of $H'$ with energies $E_a$, and let $I_x$, $I_\pm$ be totals over the $N$ resonant spins. At high temperature all states are almost equally populated. Across a line much narrower than $\omega_I$, the slowly varying frequency factors in the absorption are constant. A transition at offset $u=(E_a-E_b)/\hbar$ from $\omega_I$ then has weight $|\langle a|I_-|b\rangle|^2$.

The first moment is proportional to $\mathrm{Tr}([H',I_-]I_+)=\mathrm{Tr}(H'[I_-,I_+])=-2\,\mathrm{Tr}(H'I_z)$. This vanishes: $H'$ is bilinear in different spins, and at least one of them is left with a traceless operator. The line is centred on $\omega_I$.

For the second moment, $(E_a-E_b)\langle a|I_-|b\rangle=\langle a|[H',I_-]|b\rangle$, so

$$M_2=-\frac{\mathrm{Tr}([H',I_-][H',I_+])}{\hbar^2\,\mathrm{Tr}(I_-I_+)}=-\frac{\mathrm{Tr}[H',I_x]^2}{\hbar^2\,\mathrm{Tr}I_x^2}. \tag{4}$$

The last form follows from $I_x=\frac12(I_++I_-)$. Since $H'$ conserves $I_z$, products with two raising or two lowering operators have no trace, and numerator and denominator both acquire the factor $\frac12$.

The commutator is short. The total $I_x$ generates a common rotation of the $I$ spins, so it commutes with $\mathbf I_j\cdot\mathbf I_k$. It also commutes with $H'_{SS}$. With $[I_z,I_x]=iI_y$,

$$\frac{[H',I_x]}\hbar=\frac{3i}2\sum_{j<k}b_{jk}(I_{yj}I_{zk}+I_{zj}I_{yk})+i\sum_{j,s}d_{js}I_{yj}S_{zs}.$$

Let $\langle X\rangle$ denote the trace of $X$ divided by the number of states. Isotropy and $I_x^2+I_y^2+I_z^2=I(I+1)$ give

$$\langle I_\alpha I_\beta\rangle=\sigma_I\delta_{\alpha\beta},\qquad\sigma_I=\tfrac13I(I+1),$$

and likewise $\sigma_S=\frac13S(S+1)$. When the commutator is squared, a product of two different terms leaves either a single spin component or a product such as $I_yI_z$ on some spin, and has zero trace. The diagonal terms give

$$-\frac{\langle[H',I_x]^2\rangle}{\hbar^2}=\frac94\sum_{j<k}2b_{jk}^2\sigma_I^2+\sum_{j,s}d_{js}^2\sigma_I\sigma_S.$$

Divide by $\langle I_x^2\rangle=N\sigma_I$ and use $2\sum_{j<k}=\sum_j\sum_{k\ne j}$:

$$M_2=\frac1N\sum_j\left[\frac34I(I+1)\sum_{k\ne j}b_{jk}^2+\frac13S(S+1)\sum_sd_{js}^2\right]. \tag{5}$$

This holds for any single orientation. In a powder every orientation has the same total intensity, $\mathrm{Tr}I_x^2$, and the same centre. The powder moment is therefore the plain average of (5). With $x=\cos\theta$ uniform between $-1$ and $1$,

$$\overline{(1-3x^2)^2}=1-6\cdot\tfrac13+9\cdot\tfrac15=\tfrac45.$$

The prefactors become $\frac34\cdot\frac45=\frac35$ and $\frac13\cdot\frac45=\frac4{15}$, which is (1).

An isolated pair of spins $\frac12$ makes (5) visible. For a like pair the triplet levels of $H'/\hbar$ are $b/4,-b/2,b/4$, so the lines lie at $\pm3b/4$ and $M_2=9b^2/16$. Equation (5) gives $\frac34\cdot\frac34b^2$, the same. For an unlike pair the lines lie at $\pm d/2$, and $M_2=d^2/4=\frac13\cdot\frac34d^2$. At equal coupling the flip-flop enlarges the splitting by $\frac32$ and the second moment by $\frac94$.

## Second derivation: the decay and a rotated Hamiltonian

The same width can be read from the free decay of transverse magnetization after a short pulse. In the rotating frame the normalized signal is

$$G(t)=\frac{\mathrm{Tr}[I_x(t)I_x]}{\mathrm{Tr}I_x^2},\qquad I_x(t)=e^{iH't/\hbar}I_xe^{-iH't/\hbar}.$$

A rotation of all spins by $\pi$ about $x$ leaves $H'$ unchanged and exchanges $I_+$ with $I_-$, so the line is symmetric about $\omega_I$. The signal is therefore the cosine transform of the normalized line, and $G(t)=1-\frac12M_2t^2+\dots$. Expanding $I_x(t)$ to second order gives

$$M_2=\frac{\mathrm{Tr}(I_x[H',[H',I_x]])}{\hbar^2\,\mathrm{Tr}I_x^2}.$$

By cyclic permutation,

$$\mathrm{Tr}(I_x[H',[H',I_x]])=\mathrm{Tr}([I_x,H'][H',I_x])=\mathrm{Tr}(H'[I_x,[I_x,H']]).$$

The motion of $I_x$ under $H'$ has been exchanged for the change of $H'$ under rotations generated by $I_x$. Let $H'(\alpha)=e^{-i\alpha I_x}H'e^{i\alpha I_x}$ and $K(\alpha)=\mathrm{Tr}[H'H'(\alpha)]$. The term of order $\alpha^2$ in $H'(\alpha)$ is $-\frac12\alpha^2[I_x,[I_x,H']]$, so

$$M_2=-\frac{K''(0)}{\hbar^2\,\mathrm{Tr}I_x^2}. \tag{6}$$

The signal decays quickly if the secular coupling soon ceases to resemble itself when the resonant spins are tilted.

The overlap $K$ needs only geometry. Different pairs do not overlap, because their product leaves unpaired spin components. A rotation by $\alpha$ about $x$ carries $\mathbf z$ into a unit vector $\mathbf u$ with $\mathbf u\cdot\mathbf z=\cos\alpha$.

**Like pair.** Both spins rotate. The coupling is $\frac12\hbar b\sum_{\alpha\beta}Q_{\alpha\beta}I_{\alpha j}I_{\beta k}$, with $Q_{\alpha\beta}=3z_\alpha z_\beta-\delta_{\alpha\beta}$, and the rotated tensor has $\mathbf u$ in place of $\mathbf z$. The contraction of the two is $9\cos^2\alpha-3-3+3$. The pair contributes, per state,

$$\tfrac14\hbar^2b^2\sigma_I^2(9\cos^2\alpha-3)=\tfrac32\hbar^2b^2\sigma_I^2P_2(\cos\alpha),$$

where $P_2(x)=\frac12(3x^2-1)$. Since $P_2(\cos\alpha)=1-\frac32\alpha^2+\dots$, its curvature is $-3$, and minus the curvature of the contribution is $\frac92\hbar^2b^2\sigma_I^2$.

**Unlike pair.** Only $\mathbf I$ rotates, because the observed $I_x$ does not contain $\mathbf S$. The overlap is

$$\hbar^2d^2\sigma_I\sigma_S\cos\alpha,$$

with curvature $-\hbar^2d^2\sigma_I\sigma_S$. The $S$–$S$ coupling does not rotate, so it contributes a constant to $K$ and nothing to $M_2$.

Division by $N\sigma_I$ gives

$$M_2=\frac1N\left[\frac92\sigma_I\sum_{j<k}b_{jk}^2+\sigma_S\sum_{j,s}d_{js}^2\right],$$

which is (5) again. The factor $\frac94$ now has three parts. The curvature is 3 instead of 1, because the like coupling has rank 2 under the rotation and the unlike coupling rank 1. The mean square coupling is larger by $\frac32$. Finally, a like pair shares its contribution between two resonant spins, which gives $\frac12$.

The powder average can also be taken by symmetry. The orientation averages of $C_qC_{q'}^*$ form a matrix that commutes with all rotations of the five irreducible components. It is therefore a multiple of the unit matrix, and all $\overline{|C_q|^2}$ are equal. Their sum is

$$\tfrac14(3c^2-1)^2+3s_\theta^2c^2+\tfrac34s_\theta^4=1,$$

as follows on setting $s_\theta^2=1-c^2$. Each average is $\frac15$. Since $1-3c^2=-2C_0$, its mean square is $\frac45$, and (1) follows.

## The price of not truncating

The rotation picture shows what happens if the full coupling is put into (6). For one pair the tensor is $D_{\alpha\beta}=\delta_{\alpha\beta}-3n_\alpha n_\beta$.

For like spins $\mathbf n$ turns into $\mathbf n'$, and the contraction is $9(\mathbf n\cdot\mathbf n')^2-3$. Here $\mathbf n\cdot\mathbf n'=n_x^2+(1-n_x^2)\cos\alpha$, so minus the curvature is $18(1-n_x^2)$, with orientation average 12. Dividing by the two resonant spins gives $6\sigma_I=2I(I+1)$: the prefactor is 2 instead of $\frac35$.

For unlike spins only one index of $D$ rotates. Minus the curvature is $(D^2)_{yy}+(D^2)_{zz}$, where $D^2_{\alpha\beta}=\delta_{\alpha\beta}+3n_\alpha n_\beta$. The average is $2+3\cdot\frac23=4$, and $4\sigma_S$ means a prefactor $\frac43$ instead of $\frac4{15}$.

These values are too large by factors $\frac{10}3$ and 5 as moments of the main line. To see where the excess goes, let $H_Z$ be the Zeeman term and $H_d$ the full coupling. Since $[H_Z,I_-]=\hbar\omega_II_-$, we have $[H_Z+H_d,I_-]-\hbar\omega_II_-=[H_d,I_-]$. The untruncated expression, averaged over the powder, is therefore the second moment about $\omega_I$ of all transitions driven by $I_-$, and not of the main line alone. The non-secular terms mix Zeeman levels with amplitudes of order coupling over Larmor frequency. They produce weak satellites at distances of the order of the Larmor frequency, with intensities that fall as the inverse square of the field, and the squared distance compensates for this fall.

A small cluster, at one field and one orientation, shows the size of such satellites. Its full Hamiltonian was diagonalized at an $I$ Larmor frequency of 20000 in model units. The main line has $M_2=0.1422$, in agreement with the secular formula. The satellites counted there are those driven by $I_x$ at positive frequencies away from zero and from the main line. They have only $4.5\times10^{-10}$ of the main intensity and would nevertheless add 0.089 to $M_2$. This is only part of the excess: the moment of all transitions driven by $I_-$ is 0.546 for this cluster, with 0.198 from transitions near $-\omega_I$, which under a linearly polarized field fall on the main line, and 0.115 from those near zero frequency.

## A model crystal

Let spins $I=\frac12$ with the proton's $\gamma_I$ occupy a simple cubic lattice with $a=3.0$ Å. Put spins $S=\frac32$ with $\gamma_S=\gamma_I/4$ at all body centres. The unit of coupling is $\gamma_I^2\hbar/a^3=2.795\times10^4$ rad/s, whose square is $7.814\times10^8$ (rad/s)$^2$. The sums of $(a/r)^6$ are 8.402 over like and 20.64 over unlike neighbours. Thus

$$\begin{aligned}
M_2^{II}&=\tfrac35\cdot\tfrac34\cdot8.402\cdot7.814\times10^8=2.95\times10^9\ (\mathrm{rad/s})^2,\\
M_2^{IS}&=\tfrac4{15}\cdot\tfrac{15}4\cdot\tfrac1{16}\cdot20.64\cdot7.814\times10^8=1.01\times10^9\ (\mathrm{rad/s})^2.
\end{aligned}$$

The total is $3.96\times10^9$ (rad/s)$^2$, or $5.54$ G$^2$ after division by $\gamma_I^2$. Its square root divided by $2\pi$ is an rms width of 10.0 kHz. The unlike spins supply a quarter of $M_2$: their small $\gamma_S$ is partly offset by their larger spin and shorter distance. Nearest neighbours provide 71% of the like sum and 92% of the unlike sum.

In a single crystal (5) applies directly:

- $B$ along [001]: $M_2=5.97\times10^9$ (rad/s)$^2$, rms width 12.3 kHz.
- $B$ along [110]: $M_2=3.46\times10^9$ (rad/s)$^2$, rms width 9.4 kHz.
- $B$ along [111]: $M_2=2.63\times10^9$ (rad/s)$^2$, rms width 8.2 kHz.

The nearest shells explain the trend. Like neighbours lie along the cube axes. For $B$ along [001] they contribute $2\cdot4+4\cdot1=12$ to the sum of $(1-3\cos^2\theta)^2(a/r)^6$, which is 13.36 in all. For $B$ along [111] each has $\cos^2\theta=\frac13$ and contributes nothing; the remaining 2.30 comes from farther shells. The unlike neighbours lie along the body diagonals and behave in the opposite way, with sums 1.57 and 26.48. The like part carries more weight and decides the order.

At $10^4$ G the $I$ Larmor frequency is $2.68\times10^8$ rad/s, and the difference between the two Larmor frequencies is about 3200 times the rms width in rad/s. The slowest of the discarded terms, $I_zS_\pm$, oscillate at $\omega_S=\omega_I/4$, a third of that difference and still about 1100 times the rms width. Both truncations are therefore well justified.

## What each derivation assumes

Both derivations use the secular Hamiltonian (3), a rigid lattice and the high-temperature limit. Both also need the resonant spins to be observed as a whole. If a quadrupole interaction splits the $I$ line, $H'$ is no longer purely bilinear and some flip-flops cease to conserve energy, so (1) cannot be applied to a selected component. Motion that is fast compared with the line width replaces $b$ and $d$ by their time averages. This narrows the observed line if the motion changes the couplings; a pair that merely exchanges its ends keeps the same $b$.

The first derivation assumes that the measured absorption represents the transition strengths over the whole line. Wings lost in the baseline are weighted by $u^2$, and their loss lowers the measured moment. The algebra itself needs no rotational symmetry of $H'$: (4) holds for any secular $H'$ that conserves the total $I_z$, although the first moment must then be checked separately.

The second derivation assumes that the decay has a parabolic start and that this start can be observed. A receiver that is blind just after the pulse misses the part of $G$ that defines $M_2$. The algebra draws on the definite rank of each coupling under rotation of the observed spins, which makes the effect of other couplings easy to see. An exchange term $\hbar J\,\mathbf I_j\cdot\mathbf I_k$ between like spins is unchanged by the rotation. Its overlap with the rank-2 dipolar part is zero, since $Q$ is traceless, so it leaves $M_2$ unaltered.

Between unlike spins the secular part of such a term is $\hbar JI_zS_z$, and $d$ becomes $d+J$. In a powder the cross term vanishes because $\overline{1-3\cos^2\theta}=0$, and each unlike neighbour adds $\frac13S(S+1)J^2$. A measured powder moment above (1) may therefore indicate exchange with the other species, but only if the other assumptions hold. A quadrupole coupling of $S$ that competes with its Zeeman energy tilts the quantization axis of $S$ away from the field and can raise the unlike term with no exchange at all. For a pair with an axial coupling $Q[3(\mathbf n\cdot\mathbf S)^2-S(S+1)]$ along the bond and $S=\frac32$, the powder value grows by a factor 1.46 at $Q=0.3\,\hbar\omega_S$ and 1.76 for $Q\gg\hbar\omega_S$.

Neither derivation gives the line shape. An isolated pair of spins $\frac12$ has two sharp lines at a fixed orientation, while a lattice has many overlapping ones, and (5) covers both. A full width at half maximum requires a further assumption about the shape.

The numerical output below includes tests of the prefactors by diagonalization of spin clusters, among them a mixed cluster with $I=1$ and $S=\frac32$.

## Computed results

```
largest error of rank-2 scalar product: 1.6e-15
orientation average of |C2_0|^2: 0.200000
powder prefactor, like pair, diagonalized: 0.600000
powder prefactor, unlike pair, diagonalized: 0.266667
ratio like/unlike: 2.250000
like pair with flip-flops deleted: 0.266667
untruncated prefactor, like: 2.000000
untruncated prefactor, unlike: 1.333333
mixed cluster (two I=1, two S=3/2), powder M2, diagonalized: 0.53482402
mixed cluster, powder M2, formula: 0.53482402
high-field cluster: three I=1/2, one S=1, model units
  Larmor frequency of I: 20000
  main-line M2, full Hamiltonian: 0.142177
  main-line M2, secular formula: 0.142177
  satellite intensity / main intensity: 4.53e-10
  satellite contribution to M2 if included: 0.0886
model crystal
  spin I: 0.5, spin S: 1.5, gamma_S/gamma_I: 0.25
  lattice constant a: 3.0 angstrom
  gamma_I: 26752.22 rad/(s G)
  hbar: 1.054572e-27 erg s
  gamma_I^2 hbar/a^3: 2.79532e+04 rad/s
  like lattice sum of (a/r)^6: 8.4019
  unlike lattice sum of (a/r)^6: 20.6438
  nearest-neighbour share, like: 0.7141
  nearest-neighbour share, unlike: 0.9186
  powder M2, like part: 2.9543e+09 (rad/s)^2
  powder M2, unlike part: 1.0082e+09 (rad/s)^2
  powder M2, total: 3.9625e+09 (rad/s)^2
  unlike share of M2: 0.2544
  powder M2, total, in field units: 5.5366 G^2
  powder rms width: 10.019 kHz
  B along [001]: like sum with (1-3cos^2)^2 13.3573, unlike 1.5736
    M2 5.9670e+09 (rad/s)^2, rms width 12.294 kHz
  B along [110]: like sum with (1-3cos^2)^2 5.0626, unlike 20.2504
    M2 3.4614e+09 (rad/s)^2, rms width 9.364 kHz
  B along [111]: like sum with (1-3cos^2)^2 2.2977, unlike 26.4760
    M2 2.6262e+09 (rad/s)^2, rms width 8.156 kHz
  M2 averaged over field directions: 3.9625e+09 (rad/s)^2
  field B: 10000 G
  Larmor frequency of I: 2.6752e+08 rad/s
  Larmor difference I-S / rms width: 3187
```
